Onset of retardation in dispersion forces between precursor molecules

A volatile organometallic precursor such as ferrocene forms a molecular crystal in which dispersion forces provide much of the cohesion. These forces come from correlated fluctuations of the electron clouds, and the correlation is carried by the electromagnetic field, which travels at finite speed. The London law, with its energy proportional to R⁻⁶, treats the field as instantaneous. At what distance R does that fail, and does the failure matter in the crystal?

**The estimate**

Let each molecule have one electronic excitation energy E0 = ħω0. Its dipole fluctuation changes phase by one radian in the time 1/ω0. The field needs the time R/c to reach the other molecule. If R/c is much shorter than 1/ω0, the second dipole responds to a practically current field. If it is much longer, the first dipole has lost step before the response can return. The two times are equal at

L = c/ω0 = ħc/E0.

With ħc = 197.3 eV nm and E0 = 10 eV,

L = 197.3/10 nm = 19.7 nm.

Light crosses this distance in 66 as. The length is the reduced wavelength of the transition; the full wavelength is 2πL = 124 nm. Choosing the round trip instead of the single crossing would halve the estimate, so the argument fixes the scale but not a numerical factor. It also leaves open how much of the attraction is lost at R = L. Both questions need a calculation.

**The model and its near zone**

Take two neutral, isotropic molecules in their ground states, without permanent dipoles, in vacuum and at zero temperature. They are small compared with R, and each has the polarizability of one oscillator. At imaginary frequency iξ this is

α(iξ) = α0/(1 + ξ²/ω0²).

In SI units α0 is in C m²/V. The polarizability volume is α' = α0/(4πε0). Negative interaction energy means attraction.

First let the field be instantaneous. Put the z axis along the line joining the molecules. For each Cartesian component the potential energy of the dipoles p1 and p2 is

(p1² + p2²)/(2α0) + s p1p2/(4πε0R³),

with s = 1 for x and y, and s = −2 for z. The combinations p± = (p1 ± p2)/√2 satisfy p1² + p2² = p+² + p−² and 2p1p2 = p+² − p−². The potential therefore separates into

p+²(1 + sa)/(2α0) + p−²(1 − sa)/(2α0), a = α'/R³.

The stiffnesses change by the factors 1 ± sa, so the frequencies are ω± = ω0√(1 ± sa). For small a, √(1 ± sa) = 1 ± sa/2 − s²a²/8. The linear terms cancel in the zero-point energy:

½ħ(ω+ + ω− − 2ω0) = −ħω0s²a²/8.

The three values of s² add up to 1 + 1 + 4 = 6. Hence

U_L = −3E0α'²/(4R⁶).

This is London's energy to second order in the coupling.

**The field at imaginary frequency**

Now let the field propagate. For time dependence e^(−iωt), a dipole p at the origin has in the Lorenz gauge the vector potential A = −iωμ0p e^(ikR)/(4πR), with k = ω/c. The gauge condition gives the scalar potential φ = c²∇·A/(iω). Inserting both in E = iωA − ∇φ, and using c²μ0 = 1/ε0, gives

E = (1/(4πε0)) [k²p + ∇(p·∇)] e^(ikR)/R.

Set ω = iξ. Then k = iκ with κ = ξ/c, k² becomes −κ², and the wave becomes the decaying function h = e^(−κR)/R. With x = κR its derivatives are

h' = −(1 + x)e^(−x)/R²,
h'' = (2 + 2x + x²)e^(−x)/R³.

For a dipole along z, the derivative along the axis acts twice, and the field per unit dipole is T_z/(4πε0) with

T_z = h'' − κ²h = 2(1 + x)e^(−x)/R³.

For a dipole across the axis, the second derivative of h is h'/R, so

T_x = T_y = h'/R − κ²h = −(1 + x + x²)e^(−x)/R³.

The sum of squares will be needed. Since (1 + x + x²)² = 1 + 2x + 3x² + 2x³ + x⁴,

T_x² + T_y² + T_z² = (e^(−2x)/R⁶)[4(1 + x)² + 2(1 + x + x²)²]
= (2e^(−2x)/R⁶) P(x),

P(x) = x⁴ + 2x³ + 5x² + 6x + 3.

**The zero-point energy of molecules and field**

Enclose the molecules and the field in a very large box, so that the normal frequencies ω_n are discrete. Let ω_n⁰ be their values when the mutual coupling is removed. The interaction energy is ½ħ Σ(ω_n − ω_n⁰). It can be rewritten with the integral

∫₀^∞ ln[(a² + ξ²)/(b² + ξ²)] dξ = π(a − b), for positive a and b.

To see this, note that both sides vanish at a = b, and that the derivative of the left side with respect to a is ∫₀^∞ 2a/(a² + ξ²) dξ = π. Applied to every mode, this gives

U = (ħ/2π) ∫₀^∞ ln D(iξ) dξ,
D(iξ) = Π(ω_n² + ξ²)/Π(ω_n⁰² + ξ²).

Each product is the determinant of the linear equations of motion at ω = iξ. Eliminating the field amplitudes removes a factor that does not depend on R. What remains, for each Cartesian component, is a pair of equations for the dipoles:

p1/α − Gp2 = 0, p2/α − Gp1 = 0, G = T/(4πε0).

Here α is the polarizability of a molecule that already interacts with its own field. The determinant is (1 − α²G²)/α². Without mutual coupling it is 1/α². Their ratio is D = 1 − α²G², with one such factor for each component. Reflections from the walls vanish as the box grows, because fields at imaginary frequency decay.

For weak coupling, ln(1 − α²G²) ≈ −α²G². Summing over the three components,

U = −(ħ/2π) ∫₀^∞ α(iξ)² [2e^(−2x)P(x)/((4πε0)²R⁶)] dξ
= −(ħ/(16π³ε0²R⁶)) ∫₀^∞ α(iξ)² e^(−2x)P(x) dξ.

Substitute ξ = ω0u and ρ = R/L, so that x = ρu. Because α0²/(16π³ε0²) = α'²/π, division by U_L leaves the retardation factor

f(ρ) = U/U_L = (4/3π) ∫₀^∞ e^(−2ρu)P(ρu)/(1 + u²)² du.

At ρ = 0 the integral is 3 × π/4, so f = 1 and London's law is recovered.

**Short distances**

Multiply P(x) by e^(−2x) = 1 − 2x + 2x² − 4x³/3 + …. The coefficients of the first powers are

x: 6 − 6 = 0,
x²: 5 − 12 + 6 = −1,
x³: 2 − 10 + 12 − 4 = 0.

Thus e^(−2x)P(x) = 3 − x² + r(x), where r starts with x⁴. The linear loss that a simple delay might suggest is absent. Since ∫₀^∞ u²/(1 + u²)² du = π/4, the quadratic term contributes −ρ²/3 to f.

The remainder needs care, because integrating its x⁴ term alone over all u would diverge. Changing the variable from u to x gives its contribution as

(4/3π)ρ³ ∫₀^∞ r(x)/(x² + ρ²)² dx.

For small ρ the integral tends to ∫₀^∞ r(x)/x⁴ dx. This converges, since r/x⁴ is finite at zero and falls as 1/x² at large x. An antiderivative of r/x⁴ is

F(x) = −e^(−2x)(1/x³ + 2/x² + 1/x + 1/2) + 1/x³ − 1/x,

as differentiation confirms. F vanishes at infinity. Near zero the negative powers cancel, and the constant left is −(1/2 − 2 + 4 − 4/3) = −7/6. The integral is therefore 7/6, and

f = 1 − ρ²/3 + 14ρ³/(9π) + … for ρ ≪ 1.

**Long distances**

For ρ ≫ 1 the exponential restricts u to values of order 1/ρ, where 1/(1 + u²)² ≈ 1 − 2u². With ∫₀^∞ xⁿe^(−2x) dx = n!/2ⁿ⁺¹, the leading integral is

∫₀^∞ e^(−2x)P(x) dx = 3/4 + 3/4 + 5/4 + 3/2 + 3/2 = 23/4.

The same integral with an extra x² is 45/8 + 15/4 + 15/4 + 9/4 + 3/4 = 129/8. Therefore

f ≈ (23/(3πρ)) [1 − 129/(23ρ²)].

The leading term turns London's energy into

U ≈ −23ħcα'²/(4πR⁷) = −23ħcα0²/(64π³ε0²R⁷).

The excitation energy has dropped out: at these distances only slow fluctuations stay correlated, and to them the molecule responds with its static polarizability. At ρ = 10 the full f is still about 5 % below the leading term, so the R⁻⁷ law is not yet accurate at a few L.

**Comparison with the estimate**

At ρ = 1 neither expansion applies. Numerical quadrature of the integral gives f = 0.868. The attraction at R = L = 19.7 nm is thus 13 % weaker than London's law predicts. The local exponent n, defined by n = −d ln|U|/d ln R, has risen from 6 to 6.2.

The loss is modest because most of London's energy comes from imaginary frequencies below ω0. The fraction of ∫du/(1 + u²)² that lies below u = 1 is 1/2 + 1/π, or 82 %. There x is less than 1 when R = L, and e^(−2x)P(x) starts to fall only quadratically.

Solving f = 0.9 and f = 0.5 numerically gives these distances for E0 = 10 eV:

10 % loss: 16 nm
50 % loss: 75 nm

The two limiting laws cross where 23/(3πρ) = 1, at R = 2.44L = 48 nm. The statement that dispersion becomes retarded near 20 nm is therefore right for the onset. It would be wrong for the completed change to R⁻⁷, which belongs to distances of many L.

**The precursor crystal**

Choose α' = 0.018 nm³ and a centre distance d = 0.65 nm between neighbours. With E0 = 10 eV, these are round model parameters in the rough range of ferrocene. Then L/d = 30. London's pair energy for neighbours is

U_L(d) = −0.75 × 10 eV × (0.018)²/(0.65)⁶ = −0.032 eV.

At R = L it is −4.1 × 10⁻¹¹ eV, and retardation reduces its magnitude to 3.6 × 10⁻¹¹ eV. By the distance at which retardation becomes noticeable, the pair energy has already fallen by nine orders of magnitude.

For neighbours ρ = 0.65/19.73 = 0.033. The quadratic term gives a loss of ρ²/3 = 0.036 %, and the cubic term brings it down to about 0.034 %.

More distant pairs are weaker but more retarded, so the whole crystal has to be summed. Idealize it as a face-centred cubic lattice with nearest distance d. Let S4 and S6 be the sums of (d/R)⁴ and (d/R)⁶ over all neighbours of one molecule. To leading order each pair loses the fraction R²/(3L²), which turns a sum of R⁻⁶ into one of R⁻⁴. The relative loss of dispersion cohesion is

(d/L)² S4/(3S6) = (0.65/19.73)² × 25.34/(3 × 14.45) = 0.063 %.

Using the full f instead, with explicit shells out to 30d and a uniform density beyond, gives 0.056 %. The difference has the sign of the positive cubic term in f. Pairs farther apart than L supply only about 1.5 × 10⁻⁵ of the London lattice sum. In this model, retardation is negligible for the cohesion of the crystal.

**What the model leaves out**

Of the errors estimated here, the largest at neighbour distance comes from treating the molecules as points. Spread each polarizability uniformly over a spherical shell of radius 0.20 nm, and average R⁻⁶ over all pairs of shell points. The neighbour energy then rises by a factor of 3.5, while at R = L the change is 0.1 %. The factor is itself crude, because the shells come within 0.25 nm of each other, where charge overlap matters. The value of −0.032 eV is therefore no prediction of ferrocene's binding.

Coupling among more than two molecules has a smaller effect. For three molecules in an equilateral triangle of side d, diagonalizing the instantaneous coupling gives an attraction 1.8 % weaker than the sum of the three pair energies. In the crystal each molecule belongs to many such groups, and the effect grows: in a face-centred cubic cluster of 767 molecules, with the zero-point energy shift divided among the molecules, the share of the central one is about 7 % weaker than half the sum of its pair energies.

Inside the crystal, light is slower. The number density is √2/d³, and the Clausius–Mossotti relation uses y = (4π/3)(√2/d³)α' = 0.39:

n_r = √[(1 + 2y)/(1 − y)] = 1.70.

If this static index held at all imaginary frequencies, R/L would be replaced by n_rR/L. The onset length would shrink to L/n_r = 11.6 nm, still 18 neighbour distances. The loss at 19.7 nm would rise to 25 %, and that for neighbours to 0.10 %, each relative to the unretarded energy in the same medium. The static index overstates the slowing, because the electronic response falls off at high frequency. The losses are still only rough values and not upper bounds, since they also depend on how strongly the medium screens each frequency.

A real molecule has many transitions. Suppose that 30 % of the static polarizability belongs to a transition at 5 eV and the rest to one at 10 eV. The loss at 19.7 nm then falls from 13 % to 11 %, since slower fluctuations tolerate a longer delay. Strong transitions above 10 eV act the other way: a single one at 20 eV would give L = 9.9 nm. Ferrocene is also anisotropic, which the model ignores; this alters neighbour energies, but not the relation L = ħc/E0 for a given transition.

Temperature enters through the free energy of each mode, kT ln[2 sinh(ħω/2kT)]. The product formula for sinh turns the integral (ħ/2π)∫dξ into kT times a sum over ξ_m = 2πmkT/ħ, with the m = 0 term halved. At 373 K, a rough temperature for subliming such a precursor, kT = 0.032 eV. The frequency step is then only 2 % of ω0. In addition, the integrand has no linear or cubic term in ξ at zero frequency, and these are the terms that would contribute most to the difference between the sum and the integral. The relative change at R = L is therefore tiny, below 10⁻⁸. Heat matters from a few micrometres on, for instance at ħc/kT = 6.1 μm, where the model's free energy is 1.65 times the zero-temperature energy. There the m = 0 term already dominates, and it gives −3kTα'²/R⁶, so the sixth power returns with a thermal prefactor.

None of these changes brings the onset near 0.65 nm. From L = ħc/E0, that would take an excitation energy of about 300 eV, far above the valence excitations that dominate the polarizability.
